# Slot filling by equal isotropic deposition and etching: a numerical check

```python
"""
Result under test: isotropic deposition of thickness t followed by isotropic
etching of the same thickness is a morphological closing of the solid.
A straight slot of width w <= 2t and depth L is plugged up to a meniscus of
depth t - sqrt(t^2 - w^2/4); a slot with w > 2t reopens to its floor.
Lengths are in nm; the original top surface is y = 0, the slot centre x = 0.
Two independent roads are used: exact distances to the solid with an envelope
of etching balls, and Euclidean distance transforms on a pixel grid.
"""
import numpy as np
from scipy import constants as const
from scipy.ndimage import distance_transform_edt, label

# ---------- inputs (round model parameters) ----------
thickness = 10.0
growth_per_cycle = 0.1
etch_per_cycle = 0.05
slot_depth = 60.0
narrow, wide = 16.0, 24.0
molecule_size = 0.7            # rough precursor diameter
temperature = 550.0            # K
molecule_mass = 72.0           # u, rough
uptake = 4.0                   # molecules per nm^2 per pulse, rough
pulse_dose = 0.1               # Torr s, chosen pulse


# ---------- road 1: exact distances and ball envelope ----------
def distance_to_slot_solid(px, py, width, depth):
    """Distance to the union of two side blocks and a floor block."""
    far = 500.0
    blocks = [(-far, -width / 2, -far, 0.0), (width / 2, far, -far, 0.0),
              (-far, far, -far, -depth)]
    result = np.full(np.shape(px), np.inf)
    for x0, x1, y0, y1 in blocks:
        dx = np.maximum(np.maximum(x0 - px, px - x1), 0.0)
        dy = np.maximum(np.maximum(y0 - py, py - y1), 0.0)
        result = np.minimum(result, np.hypot(dx, dy))
    return result


def lowest_gas(x_eval, width, depth, deposited, etched):
    """Lower edge of the gas after deposition and etching."""
    cx = np.linspace(-30.0, 30.0, 6001)
    # the film front jumps beside the walls of an open slot: sample just
    # inside the jump, so that no gas column at the wall is lost
    jump = width / 2 - deposited - 1e-9
    if jump > 0:
        cx = np.append(cx, [-jump, jump])
    low = np.full(cx.shape, -depth)
    high = np.full(cx.shape, deposited + 1.0)
    for _ in range(50):
        mid = 0.5 * (low + high)
        is_gas = distance_to_slot_solid(cx, mid, width, depth) > deposited
        high = np.where(is_gas, mid, high)
        low = np.where(is_gas, low, mid)
    reach = etched**2 - (np.asarray(x_eval)[:, None] - cx[None, :])**2
    edge = np.where(reach >= 0, high - np.sqrt(np.maximum(reach, 0)), np.inf)
    return edge.min(axis=1)


def centre_depth(width, depth, deposited, etched):
    return -lowest_gas([0.0], width, depth, deposited, etched)[0]


def midpoints(width, n=800):
    return (np.arange(n) + 0.5) * width / n - width / 2


half = narrow / 2
cusp_height = np.sqrt(thickness**2 - half**2)
meniscus = thickness - cusp_height
xs = midpoints(narrow)
profile = lowest_gas(xs, narrow, slot_depth, thickness, thickness)
assert np.max(np.abs(profile - (cusp_height
                                - np.sqrt(thickness**2 - xs**2)))) < 1e-3
meniscus_numeric = centre_depth(narrow, slot_depth, thickness, thickness)
assert abs(meniscus_numeric - meniscus) < 1e-6
flat = lowest_gas([9.0, 12.0, 15.0], narrow, slot_depth, thickness, thickness)
assert np.max(np.abs(flat)) < 1e-4
open_area = thickness**2 * np.arcsin(half / thickness) - half * cusp_height
open_area_numeric = -profile.sum() * narrow / len(xs)
assert abs(open_area_numeric - open_area) < 0.02
filled_fraction = 1 - open_area / (narrow * slot_depth)

# wide slot: reopened, with fillets in the two bottom corners
xw = midpoints(wide, 1200)
wide_profile = lowest_gas(xw, wide, slot_depth, thickness, thickness)
wide_depth = centre_depth(wide, slot_depth, thickness, thickness)
fillet_numeric = wide * slot_depth + wide_profile.sum() * wide / len(xw)
fillet_area = 2 * (1 - np.pi / 4) * thickness**2
assert abs(wide_depth - slot_depth) < 1e-6
assert abs(fillet_numeric - fillet_area) < 0.05   # midpoint quadrature

# shallow slot: part of the floor is exposed
shallow = 3.0
shallow_profile = lowest_gas(xs, narrow, shallow, thickness, thickness)
exposed_numeric = np.sum(shallow_profile < -shallow + 1e-5) * narrow / len(xs)
exposed = 2 * (half - np.sqrt(2 * thickness * shallow - shallow**2))
assert shallow < meniscus and abs(exposed_numeric - exposed) < 0.06

# unequal etching
overetch = 1.05 * thickness
underetch = 0.95 * thickness
recess_over = centre_depth(narrow, slot_depth, thickness, overetch)
recess_under = centre_depth(narrow, slot_depth, thickness, underetch)
assert abs(recess_over - (overetch - cusp_height)) < 1e-6
assert abs(recess_under - (underetch - cusp_height)) < 1e-6

threshold_widths = [19.8, 20.0, 20.2]
threshold_depths = [centre_depth(w, slot_depth, thickness, thickness)
                    for w in threshold_widths]

# ---------- road 2: pixel grid ----------
pixel, nx, ny = 0.1, 400, 800
x_axis = (np.arange(nx) - nx / 2 + 0.5) * pixel
y_axis = -65.0 + (np.arange(ny) + 0.5) * pixel
X, Y = np.meshgrid(x_axis, y_axis)


def slot(width):
    return (Y < 0) & ((np.abs(X) > width / 2) | (Y < -slot_depth))


def distance_to(mask):
    """Distance to the edge of a pixel set, from pixel centres outside it."""
    return distance_transform_edt(~mask) * pixel - pixel / 2


def deposit(solid, amount):
    return solid | (distance_to(solid) <= amount)


def etch(solid, amount):
    return solid & (distance_to(~solid) >= amount)


def grid_depth(solid):
    return -(y_axis[~solid[:, nx // 2]].min() - pixel / 2)


substrate = slot(narrow)
film = deposit(substrate, thickness)
closed = etch(film, thickness)
assert abs(grid_depth(closed) - meniscus) < 2.5 * pixel
assert np.all(closed[substrate])                    # substrate untouched
again = etch(deposit(closed, thickness), thickness)
assert np.array_equal(again, closed)                # idempotent

# thicknesses of successive cycles add, up to pixel rounding
two_steps = deposit(deposit(substrate, 4.0), 6.0)
front_error = np.abs(distance_to(substrate) - thickness)[two_steps != film]
assert front_error.size == 0 or front_error.max() < 2 * pixel
two_etches = etch(etch(film, 4.0), 6.0)
etch_error = np.abs(distance_to(~film) - thickness)[two_etches != closed]
assert etch_error.size == 0 or etch_error.max() < 2 * pixel

# threshold on the grid
for w, d_exact in zip(threshold_widths, threshold_depths):
    d_grid = grid_depth(etch(deposit(slot(w), thickness), thickness))
    if w <= 2 * thickness:
        assert max(d_grid, d_exact) < thickness + 2 * pixel
    else:
        assert min(d_grid, d_exact) > slot_depth - 2 * pixel

# repeated half-thickness pairs do not fill the narrow slot
repeated = substrate
for _ in range(4):
    repeated = etch(deposit(repeated, thickness / 2), thickness / 2)
repeated_depth = grid_depth(repeated)
assert abs(repeated_depth - slot_depth) < pixel


def deposit_with_access(solid, amount, step):
    """Growth stops wherever gas is cut off from the space above."""
    distance = distance_to(solid)
    trapped = np.zeros_like(solid)
    for k in range(1, int(round(amount / step)) + 1):
        still_open = (distance > k * step) & ~trapped
        parts, _ = label(still_open)
        reached = parts == parts[-1, nx // 2]
        trapped |= still_open & ~reached
    return reached, trapped


reached, trapped = deposit_with_access(substrate, thickness, growth_per_cycle)
assert not trapped.any() and np.array_equal(~reached, film)

mouth, neck_length = 14.0, 10.0
half_width = np.where(Y > -neck_length, mouth / 2, narrow / 2)
bottle = (Y < 0) & ((np.abs(X) > half_width) | (Y < -slot_depth))
reached, trapped = deposit_with_access(bottle, thickness, growth_per_cycle)
middle_row = np.argmin(np.abs(y_axis + 35.0))
void_width = trapped[middle_row].sum() * pixel
assert abs(void_width - (narrow - mouth)) < 1.5 * pixel
assert distance_to(reached)[trapped].min() > thickness   # void stays buried
ideal_bottle = etch(deposit(bottle, thickness), thickness)
assert np.all(ideal_bottle[trapped])            # ideal closing would fill it

# seam left by the finite size of the precursor
seam = narrow
while seam >= molecule_size:
    last_open_gap = seam
    seam -= 2 * growth_per_cycle
liner = (narrow - seam) / 2
seam_region = (np.abs(X) < seam / 2) & (Y > -slot_depth + liner)
seam_etched = etch(film & ~seam_region, thickness)
unselective_depth = grid_depth(seam_etched)
selective_depth = grid_depth(seam_etched | substrate)   # substrate resists
assert abs(selective_depth - slot_depth) < pixel
assert abs(unselective_depth
           - (slot_depth + thickness - liner)) < 1.5 * pixel


# ---------- precursor dose for the last open gap ----------
def transmission(ratio, n=400):
    """Free-molecular transmission of a slot, ratio = length / gap."""
    edges = np.linspace(0.0, ratio, n + 1)
    mid = 0.5 * (edges[1:] + edges[:-1])

    def primitive(z):
        return 0.5 * z / np.sqrt(z**2 + 1)

    def direct(z):
        return np.sqrt(1 + z**2) - z

    kernel = (primitive(edges[None, 1:] - mid[:, None])
              - primitive(edges[None, :-1] - mid[:, None]))
    escape = np.linalg.solve(np.eye(n) - kernel, 0.5 - primitive(ratio - mid))
    return direct(ratio) + np.sum((direct(edges[:-1])
                                   - direct(edges[1:])) * escape)


aspect = slot_depth / last_open_gap
nodes, weights = np.polynomial.legendre.leggauss(16)
lengths = 0.5 * aspect * (nodes + 1)
resistance = 0.5 * aspect * sum(
    wt / transmission(z) for wt, z in zip(weights, lengths))
resistance_formula = aspect + 3 * aspect**2 / 16
assert 0.4 < resistance / resistance_formula < 1.0
impulse = np.sqrt(2 * np.pi * molecule_mass * const.atomic_mass
                  * const.k * temperature)
dose_scale = 2 * uptake * 1e18 * impulse / const.torr
dose_formula = dose_scale * resistance_formula
dose_numeric = dose_scale * resistance
assert dose_formula < pulse_dose

# ---------- output ----------
print(f"deposited = etched thickness t: {thickness:.1f} nm")
print(f"growth per cycle: {growth_per_cycle:.2f} nm")
print(f"etch per cycle: {etch_per_cycle:.2f} nm")
print(f"deposition cycles: {thickness / growth_per_cycle:.0f}")
print(f"etch cycles: {thickness / etch_per_cycle:.0f}")
print(f"slot depth L: {slot_depth:.1f} nm")
print(f"threshold width 2t: {2 * thickness:.1f} nm")
print(f"narrow slot width: {narrow:.1f} nm")
print(f"cusp height h after deposition: {cusp_height:.3f} nm")
print(f"meniscus depth, formula: {meniscus:.3f} nm")
print(f"meniscus depth, ball envelope: {meniscus_numeric:.3f} nm")
print(f"meniscus depth, pixel grid: {grid_depth(closed):.1f} nm")
print(f"pixel size: {pixel:.1f} nm")
print(f"unfilled area, formula: {open_area:.2f} nm^2")
print(f"unfilled area, envelope: {open_area_numeric:.2f} nm^2")
print(f"slot cross-section: {narrow * slot_depth:.0f} nm^2")
print(f"filled fraction: {100 * filled_fraction:.1f} %")
print(f"wide slot width: {wide:.1f} nm")
print(f"wide slot final centre depth: {wide_depth:.1f} nm")
print(f"fillet area (both), formula: {fillet_area:.2f} nm^2")
print(f"fillet area (both), envelope: {fillet_numeric:.2f} nm^2")
for w, d in zip(threshold_widths, threshold_depths):
    print(f"final centre depth at width {w:.1f} nm: {d:.2f} nm")
print(f"shallow slot depth (width {narrow:.0f} nm): {shallow:.1f} nm")
print(f"exposed floor width, formula: {exposed:.2f} nm")
print(f"exposed floor width, envelope: {exposed_numeric:.2f} nm")
print(f"recess for etch of {overetch:.1f} nm: {recess_over:.2f} nm")
print(f"recess for etch of {underetch:.1f} nm: {recess_under:.2f} nm")
print(f"depth after 4 pairs of {thickness / 2:.0f} nm: "
      f"{repeated_depth:.1f} nm")
print(f"narrowed mouth: {mouth:.1f} nm wide, {neck_length:.1f} nm long")
print(f"buried void width below that mouth: {void_width:.1f} nm")
print(f"precursor diameter (rough): {molecule_size:.1f} nm")
print(f"last gap the precursor enters: {last_open_gap:.1f} nm")
print(f"seam left: {seam:.1f} nm")
print(f"film on each wall beside the seam: {liner:.1f} nm")
print(f"depth, etched seam, resistant substrate: {selective_depth:.1f} nm")
print(f"depth, etched seam, unselective etch: {unselective_depth:.1f} nm")
print(f"temperature: {temperature:.0f} K")
print(f"precursor mass (rough): {molecule_mass:.0f} u")
print(f"uptake per pulse (rough): {uptake:.1f} per nm^2")
print(f"depth / last open gap: {aspect:.0f}")
print(f"dose for last open gap, formula: {dose_formula:.2e} Torr s")
print(f"dose, collision integral equation: {dose_numeric:.2e} Torr s")
print(f"chosen pulse dose: {pulse_dose:.2f} Torr s")
print("verified")
```

Running it gives:

```
deposited = etched thickness t: 10.0 nm
growth per cycle: 0.10 nm
etch per cycle: 0.05 nm
deposition cycles: 100
etch cycles: 200
slot depth L: 60.0 nm
threshold width 2t: 20.0 nm
narrow slot width: 16.0 nm
cusp height h after deposition: 6.000 nm
meniscus depth, formula: 4.000 nm
meniscus depth, ball envelope: 4.000 nm
meniscus depth, pixel grid: 4.0 nm
pixel size: 0.1 nm
unfilled area, formula: 44.73 nm^2
unfilled area, envelope: 44.73 nm^2
slot cross-section: 960 nm^2
filled fraction: 95.3 %
wide slot width: 24.0 nm
wide slot final centre depth: 60.0 nm
fillet area (both), formula: 42.92 nm^2
fillet area (both), envelope: 42.92 nm^2
final centre depth at width 19.8 nm: 8.59 nm
final centre depth at width 20.0 nm: 10.00 nm
final centre depth at width 20.2 nm: 60.00 nm
shallow slot depth (width 16 nm): 3.0 nm
exposed floor width, formula: 1.72 nm
exposed floor width, envelope: 1.72 nm
recess for etch of 10.5 nm: 4.50 nm
recess for etch of 9.5 nm: 3.50 nm
depth after 4 pairs of 5 nm: 60.0 nm
narrowed mouth: 14.0 nm wide, 10.0 nm long
buried void width below that mouth: 2.0 nm
precursor diameter (rough): 0.7 nm
last gap the precursor enters: 0.8 nm
seam left: 0.6 nm
film on each wall beside the seam: 7.7 nm
depth, etched seam, resistant substrate: 60.0 nm
depth, etched seam, unselective etch: 62.3 nm
temperature: 550 K
precursor mass (rough): 72 u
uptake per pulse (rough): 4.0 per nm^2
depth / last open gap: 75
dose for last open gap, formula: 5.12e-03 Torr s
dose, collision integral equation: 3.34e-03 Torr s
chosen pulse dose: 0.10 Torr s
verified
```
